# Why linewidth data barely separate wall specularity from grain-boundary reflection

## Two opposite repairs from one set of data

Suppose that the resistivity of a set of copper-like lines rises from 1.93 to 3.37 µΩ cm as the width falls from 300 to 40 nm. One fit takes fully diffuse walls, and more than half of the leading size effect then comes from the walls, so smoother walls seem worth paying for. Another fit takes perfectly specular walls, and then smoothing can gain nothing and all effort should go into the grains. In the example below both fits agree with the same model data within 0.3% at every width. The choice of repair would rest on the assumption put into the fit, not on the data.

The cause is that both scattering mechanisms count encounters with planes, and the spacing of both kinds of plane is proportional to the width. The degeneracy is complete at leading order in mean free path over width. Higher orders lift it, but weakly.

## The line and its bulk resistivity

The current flows along $z$. The line has width $w$ along $x$, height $h=aw$ along $y$, and planar grain boundaries across the current with mean spacing $D=cw$. The numbers $a$ and $c$ do not change within the series. A wall reflects a carrier specularly with probability $p$, at any angle; otherwise the carrier leaves with no memory of its drift. Transport is semiclassical, with a spherical Fermi surface and one bulk relaxation time.

In atomic units the bulk conductivity is $\sigma_0=n\tau$ and the mean free path is $\lambda=k_F\tau$. With $n=k_F^3/3\pi^2$,

$$\rho_0\lambda=\frac{k_F\tau}{n\tau}=\frac{k_F}{n}=\frac{3\pi^2}{k_F^2}.$$

The relaxation time cancels, so this product does not depend on temperature in the model.

Let $g$ be the mean energy that a carrier with direction $\mathbf u$ has gained from a force $F$ along $z$ since its memory was last erased. Measure path length as $s=t\lambda$. Between walls

$$\frac{dg}{dt}=F\lambda u_z-(1+\alpha q)g .$$

The 1 is bulk scattering; $\alpha q(\mathbf u)$ is the drag of the grain boundaries, found below. A wall multiplies $g$ by $p$ and, if specular, leaves $u_z$ unchanged. Integrating backwards along the path gives

$$g=F\lambda u_z\int_0^\infty dt\,e^{-t(1+\alpha q)}\,p^{N(t)},$$

where $N(t)$ counts wall hits. The current is proportional to $\langle u_zg\rangle$, averaged over direction and position. In the bulk $\langle u_z^2\rangle=1/3$, so

$$\frac{\sigma}{\sigma_0}=3\left\langle u_z^2\int_0^\infty dt\,e^{-t(1+\alpha q)}\,\overline{p^{N(t)}}\right\rangle ,$$

with the bar for the average over starting points.

## The walls alone

Set $\alpha=0$. Unfold each specular reflection, so that the path becomes a straight line crossing parallel planes a distance $w$ apart. In units of $w$ it advances by $\tau_x=t\lambda|u_x|/w$. From a uniformly distributed start it crosses $\lfloor\tau_x\rfloor$ planes, or one more with probability $\tau_x-\lfloor\tau_x\rfloor$. Hence

$$\overline{p^{N_x}}=p^{\lfloor\tau_x\rfloor}\left[1-(1-p)(\tau_x-\lfloor\tau_x\rfloor)\right].$$

The $y$ motion gives the same factor with $\tau_y=t\lambda|u_y|/h$. The starting coordinates are independent, so the factors multiply.

For a wide line $\tau_x<1$ on nearly all paths, since a longer path needs $t>w/\lambda$ and has weight below $e^{-w/\lambda}$. The factor is then $1-(1-p)\tau_x$. Using $\int_0^\infty te^{-t}dt=1$, the side walls lower $\sigma/\sigma_0$ by

$$3(1-p)\frac{\lambda}{w}\langle u_z^2|u_x|\rangle .$$

Take $x$ as polar axis and $\mu=|u_x|$. The azimuthal mean of $u_z^2$ is $(1-\mu^2)/2$, so

$$\langle u_z^2|u_x|\rangle=\int_0^1\mu\,\frac{1-\mu^2}{2}\,d\mu=\frac12\left(\frac12-\frac14\right)=\frac18 .$$

Top and bottom give the same with $h$ in place of $w$. The total loss is

$$\frac38(1-p)\lambda\left(\frac1w+\frac1h\right)=\frac38(1-p)\left(1+\frac1a\right)\frac{\lambda}{w}.$$

## The grain boundaries alone

Consider carriers of fixed $|u_z|$ at one plane that reflects with probability $\mathcal R$ and transmits with $\mathcal T=1-\mathcal R$. Let $A,B$ be the forward and backward streams before it, and $A',B'$ those behind it:

$$A'=\mathcal TA+\mathcal RB',\qquad B=\mathcal TB'+\mathcal RA .$$

The net stream is $J=A-B=\mathcal T(A-B')$. Also $A-A'=B-B'=\mathcal R(A-B')=(\mathcal R/\mathcal T)J$. The mean of the two streams therefore drops by $(\mathcal R/\mathcal T)J$ per plane.

A uniform drag $\gamma$ per unit path acts on the odd part $J/2$ and makes the mean fall at the rate $\gamma J/(2|u_z|)$ per length along $z$. Equating the drop over $D$ gives $\gamma=2|u_z|(\mathcal R/\mathcal T)/D$. The factor 2 appears because a reversal removes a forward carrier and adds a backward one. Using this drag together with bulk scattering is an approximation, weighed below.

For a thin barrier $V=V_0\delta(z)$, a wave of normal wave number $k_z$ has transmitted amplitude $b$ and reflected amplitude $b-1$. The slope jumps by $2V_0b$, so $2ik_z(b-1)=2V_0b$ and $b=ik_z/(ik_z-V_0)$. Thus

$$\frac{\mathcal R}{\mathcal T}=\frac{|b-1|^2}{|b|^2}=\frac{V_0^2}{k_z^2}=\frac{r}{u_z^2},\qquad r=\frac{V_0^2}{k_F^2}.$$

The drag per mean free path is $\lambda\gamma=2r\lambda/(D|u_z|)$. Define the parameter $R$ by $R/(1-R)=2r$. Then

$$\alpha=\frac{\lambda}{D}\frac{R}{1-R},\qquad q=\frac1{|u_z|},$$

which is the Mayadas–Shatzkes form. Here $R$ is not the reflection probability at normal incidence. Since $\langle|u_z|^n\rangle=1/(n+1)$, the mean of $\mathcal R/\mathcal T$ with weight $|u_z|^3$ is $r\,(1/2)/(1/4)=2r$, so $R/(1-R)$ is that mean.

With specular walls the integral over $t$ gives $1/(1+\alpha/|u_z|)$. Dividing $u^3$ by $u+\alpha$,

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{u^3}{u+\alpha}du=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\frac{1+\alpha}{\alpha}.$$

The leading loss is $3\alpha/2$. A weak reflection independent of angle has drag $2|u_z|(\lambda/D)(\mathcal R/\mathcal T)$ and loss $3\cdot2\cdot\frac14=\frac32$ times $(\lambda/D)(\mathcal R/\mathcal T)$, the same coefficient.

The uniform drag was tested against a transport equation with explicit planes 12 mean free paths apart and number-conserving bulk scattering. For weak reflection the coefficient came out as 1.500 with constant reflection and 1.499 with thin barriers. At a mean ratio of 3/7, which means $R=0.3$, it fell to 1.45 and 1.40. The leading coefficient 3/2 of the drag rule thus exceeds these values by 3 to 7% for well separated planes. This alters the $R$ inferred from a slope.

## The sum, and what a slope can tell

To first order the losses add. Inverting $\sigma/\sigma_0=1-\epsilon$ to $\rho/\rho_0=1+\epsilon$ and putting $D=cw$ gives

$$\rho=\rho_0+\frac{\rho_0\lambda}{w}S,$$

$$S=\frac38(1-p)\left(1+\frac1a\right)+\frac32\,\frac{R}{c(1-R)} .$$

A plot of $\rho$ against $1/w$ has one intercept and one slope. The intercept is $\rho_0$ and the slope gives $S$. All pairs on the curve

$$\frac{R}{1-R}=\frac{2c}{3}\left[S-\frac38(1-p)\left(1+\frac1a\right)\right]$$

fit equally well at this order. Measuring $c$ under a microscope fixes the curve but not the point on it.

The physical limits still say something. Letting $p$ run from 0 to 1 confines $R$ to an interval. If $S$ is smaller than $\frac38(1+1/a)$, the condition $R\ge0$ also sets a lower limit on $p$; for larger $S$ it sets none.

Cooling does not help at this order. It lowers $\rho_0$ and raises $\lambda$, but the slope contains only their product. For a line with $w=D=20$ µm and $a=2$, halving $\rho_0$ left the increment of the full model unchanged within 1%, as tested.

## What the next order adds

Let $x=\lambda/w$ and $G=R/[c(1-R)]$, so that $\alpha=Gx$. Three second-order terms enter $\sigma/\sigma_0$.

- A path that meets both a side wall and the top or bottom was subtracted twice. Since $\int t^2e^{-t}dt=2$ and $\langle u_z^2|u_xu_y|\rangle=\frac{2}{15}\cdot\frac1\pi$, this returns $\frac{4}{5\pi}(1-p)^2x^2/a$.
- The boundaries return $3G^2x^2$.
- Boundary drag shortens the paths to the walls. From $\int te^{-t(1+\alpha q)}dt\approx1-2\alpha q$ and $\langle|u_zu_x|\rangle=\frac{2}{3\pi}$, this returns $\frac4\pi(1-p)(1+1/a)Gx^2$.

Inversion adds $S^2x^2$ and reverses the sign of these terms. Hence $\rho/\rho_0=1+Sx+Kx^2+\dots$ with

$$K=(1-p)^2\left[\frac{9}{64}\left(1+\frac1a\right)^2-\frac{4}{5\pi a}\right]-\frac34G^2-\left(\frac4\pi-\frac98\right)(1-p)\left(1+\frac1a\right)G .$$

The square bracket is positive because $(1+1/a)^2\ge4/a$. In this model walls alone bend the curve of $\rho$ against $1/w$ upwards, and boundaries alone bend it downwards. This difference in curvature is the first information that can separate $p$ from $R$. The downward bend, however, comes from the uniform drag. With explicit, equally spaced thin barriers, specular walls and $R=0.3$, the boundary increment times $D$ stays constant within 1% between 40 and 300 nm in the copper-like series below, while the drag rule changes it by about 5%. The formula for $K$ needs $x$ well below 1, since the next boundary term contains $\alpha^3\ln(1/\alpha)$.

The boundary curve stays nearly straight even for strong scattering. At large $\alpha$ the integral tends to $3/(4\alpha)$, so $\rho/\rho_0$ grows as $4\alpha/3$. Its slope starts at $3/2$ and ends at $4/3$.

## A copper-like series

The inputs are a cubic lattice constant of 0.361 nm with four atoms per cell, one carrier per atom, $\rho_0=1.70$ µΩ cm, $a=2$ and $c=1$, with chosen values $p=R=0.30$. Then $k_F=0.720$ in atomic units, $\rho_0\lambda=65.7$ µΩ cm nm and $\lambda=65.73/1.70=38.7$ nm. The parts of $S$ are

$$\frac38(0.70)(1.5)=0.394,\qquad \frac32\cdot\frac{0.30}{0.70}=0.643,$$

with sum 1.037. The slope extracted from the full path integral agrees. In resistivity the slope is $65.7\times1.037=68.1$ µΩ cm nm.

On the leading-order curve, $p=0$ leaves $R/(1-R)=(1.037-0.5625)/1.5=0.316$, so $R=0.24$. For $p=1$ the ratio is $1.037/1.5=0.691$, so $R=0.41$. The slope confines $R$ to this interval and leaves $p$ free.

The smallest width is close to $\lambda$, so the refits use the full path integral. Its value for $w=\lambda$, $a=2$, $\alpha=0.4$ and $p=0.3$ is 0.5047; independent ray tracing gave $0.5049\pm0.0014$. With $p$ forced and both $R$ and $\rho_0$ free, the resistivities in µΩ cm are:

| $w$ (nm) | chosen pair | $p=0$ | $p=1$ |
|---|---|---|---|
| 40 | 3.375 | 3.383 | 3.370 |
| 100 | 2.373 | 2.368 | 2.376 |
| 300 | 1.925 | 1.931 | 1.922 |

The refits have $R=0.21$, $\rho_0=1.72$ µΩ cm and $R=0.42$, $\rho_0=1.69$ µΩ cm. Over all eight widths the largest differences from the chosen pair are 0.27% and 0.16%. The straight line gives $1.70+68.1/40=3.40$ µΩ cm at 40 nm, within 1% of the full model. For this pair the bends largely cancel. At 40 nm walls alone lie 5.5% of $\rho_0$ above their straight line and boundaries alone 3.8% below theirs; with the mixed term, the full model lies 1.7% below. For the refits with $p=0$ and $p=1$ the straight line gives 3.28 and 3.51 µΩ cm, about 3% below and 4% above their full values. The curvatures do differ, but the readjusted $R$ and $\rho_0$ hide most of the difference.

## Weighing the remaining information

Take independent errors of 2% in each resistivity and linearize $\ln\rho$ in $p$, $R$ and $\ln\rho_0$ about the chosen values. The standard error of $p$ is then 1.8. A uniform guess between 0 and 1 has a spread of $1/\sqrt{12}=0.29$, so the series tells practically nothing about $p$. The error is proportional to the data error: reaching 0.1 would need resistivities good to about $2\%\times0.1/1.8=0.1\%$. Knowing $\rho_0$ beforehand lowers the error from 1.8 to 0.66, still above the spread of a guess. Making all widths four times larger raises the error with free $\rho_0$ from 1.8 to 7.2, so wider lines do not help.

Errors of the model matter too, and more precise data do not remove them. The following linearized shifts of $p$ include the readjustment of $R$ and $\rho_0$:

- width overstated by 1 nm only where resistance is converted to resistivity, with the correct width kept in the fit model: $-0.30$;
- reflection independent of angle, but fitted with the thin-barrier law, both within the uniform drag: $-0.51$;
- grain spacing saturating at 300 nm through $1/D=1/w+1/(300\ \mathrm{nm})$: $-0.06$;
- $\rho_0\lambda$ larger by 5%: $-0.015$;
- explicit, equally spaced planes in place of the uniform drag, estimated by adding the change in boundary resistivity to the full model: about $-0.14$.

Shifts this large exceed the linear range. Full refits move $p$ less: by about $-0.2$ in the first case, by $-0.12$ in the last, and to near zero in the second. Part of the second shift belongs to the drag rule itself: with explicit, equally spaced planes and specular walls the boundary increment times $D$ varies by the same 0.7% over the series for both angular laws. The curvature that should reveal $p$ thus depends on how the boundaries are modelled, which the series itself does not establish.

## Experiments that separate the two

The remedy is to vary one plane spacing without the other. Two series with the same widths, $p$ and $R$ but grain ratios $c_1$ and $c_2$ have

$$S_1-S_2=\frac32\frac{R}{1-R}\left(\frac1{c_1}-\frac1{c_2}\right).$$

The walls cancel, the difference gives $R$, and either slope then gives $p$. Adding a series with grains three times longer reduces the error of $p$ from 1.8 to 0.075, with a separate free $\rho_0$ in each series. The condition is that the anneal changes neither the walls nor the reflection at a boundary.

If $D$ is the same at all widths, the boundary term moves into the intercept and the slope depends mainly on $p$. Boundary drag still shortens the paths to the walls: for $D=80$ nm and $p=0.3$, raising $R$ from 0 to 0.5 lowers the slope by several percent. The intercept gives $R$ if $\rho_0$ is known. With $D=80$ nm and known $\rho_0$ the error of $p$ is 0.054, against 0.66 when grains follow the width.

If instead the height is fixed while $D$ still follows $w$, top and bottom add $\frac38(1-p)\rho_0\lambda/h$ to the intercept. A known $\rho_0$ then gives $p$ at leading order; a free $\rho_0$ absorbs the term and the degeneracy returns.

A second series with $\lambda$ five times longer, as on cooling, lowers the error from 1.8 to 0.73 through the higher orders. In this example that is still not a measurement of $p$.

## Beside real lines

The bulk resistivity and mean free path are roughly those of copper at room temperature, and a height of twice the width is a reasonable shape for an interconnect. The values of $p$ and $R$ are chosen, and the tabulated resistivities are model results. Real lines may share one trench depth, carry a liner that takes part of the cross-section, and have a spread of grain sizes that need not follow the width. An error of 1 nm in the width used for the cross-section, even with the correct width in the fit model, already shifts the fitted $p$ by about the spread of a guess. Quantum confinement is a smaller concern here: the Fermi wavelength of 0.46 nm is about 1% of the smallest width. Impurities or roughness that change with width are not included, and would add their own width dependence. The main values stand in the numerical output below.

## Table of computed values

```
lattice constant 0.361 nm; bulk resistivity 1.70 uOhm cm
Fermi wave number 0.7199 atomic units
bulk resistivity times mean free path 65.73 uOhm cm nm
mean free path 38.67 nm
height/width 2.0; grain length/width 1.0 (dimensionless)
chosen p 0.30, R 0.30 (dimensionless)
wall part of S 0.3937
grain part of S 0.6429
S from formula 1.0366
S from full path integral 1.0366
leading slope 68.14 uOhm cm nm
ray-traced conductivity ratio 0.5049 +/- 0.0014
same ratio from path integral 0.5047
film ratio: path integral 0.76844, film formula 0.76844
plane coefficient, weak constant reflection 1.4998
plane coefficient, weak thin barrier 1.4993
plane coefficient, constant reflection 0.3 1.4535
plane coefficient, thin barrier, mean ratio 3/7 1.4040
forced p 0: R on leading-order curve 0.2402
  full refit: R 0.2061, bulk 1.7193 uOhm cm
  largest resistivity difference 0.27 percent
forced p 1: R on leading-order curve 0.4087
  full refit: R 0.4246, bulk 1.6864 uOhm cm
  largest resistivity difference 0.16 percent
width nm | resistivity uOhm cm: chosen pair, p=0 refit, p=1 refit
   40 | 3.3748 3.3832 3.3703
   50 | 3.0420 3.0436 3.0410
   60 | 2.8196 2.8176 2.8206
   80 | 2.5408 2.5361 2.5435
  100 | 2.3733 2.3684 2.3762
  140 | 2.1815 2.1787 2.1833
  200 | 2.0375 2.0383 2.0372
  300 | 1.9254 1.9305 1.9223
assumed independent resistivity error 2.0 percent
spread of a uniform guess of p 0.289
error of p, one series, bulk free 1.833
error of p, one series, bulk known 0.662
error of p, all widths four times larger 7.164
error of p, second series with grains 3 times longer 0.075
error of p, second series with mean free path x5 0.728
error of p, fixed 80 nm grains, bulk known 0.054
linear shift of p, width overstated by 1 nm -0.298
linear shift of p, angle-independent reflection -0.506
linear shift of p, grain length saturating at 300 nm -0.059
linear shift of p, 5 percent larger rho*mfp -0.015
Fermi wavelength 0.462 nm
Fermi wavelength / smallest width 0.0115
```
